Muonium hyperfine constant from two precession lines without the electron g factor

**1. The decision: which lines, and add or subtract?**

A muonium spectrum taken in a transverse field gives frequencies, while a calculation of the spin density at the muon needs the hyperfine constant A. Two decisions stand between them. One must know which pair of lines has been measured, and, for the two strong lines at high field, whether to add or subtract their frequencies. In the example below, a wrong choice at 3 T turns 2000 MHz into 837 MHz. The free-muon frequency, measured in the same field, settles the choice except in a narrow interval of A, treated in section 4. For another pair of lines, useful at lower field, it enters the formula for A itself. Neither route needs the electron g factor.

Let the field B lie along z and the initial muon polarization along x. Divided by Planck's constant, the Hamiltonian is

H/h = A S·I + ν_e S_z − ν_μ I_z,   (1)

where S is the electron spin, I the muon spin, ν_e = gμ_B B/h and ν_μ is the free-muon frequency. The Zeeman signs differ because the electron moment is opposite to its spin and the positive muon's moment is parallel to its spin. Both frequencies are positive, with ν_e > ν_μ. The model assumes an isotropic A, a static electron and no other nuclear spins. Take A > 0 until the sign is discussed.

**2. Levels and visible lines**

In product states |electron, muon⟩, write + for spin up and − for spin down. The coupling is

S·I = S_z I_z + ½(S₊I₋ + S₋I₊).   (2)

The last two terms exchange |+−⟩ and |−+⟩ and leave S_z + I_z unchanged. Hence |++⟩ and |−−⟩ are eigenstates. Call them 1 and 3:

E₁ = A/4 + (ν_e − ν_μ)/2,
E₃ = A/4 − (ν_e − ν_μ)/2.   (3)

For |+−⟩ the Zeeman energy is ν_e/2 + ν_μ/2, since −ν_μ I_z is positive for a muon with spin down. For |−+⟩ it has the opposite sign. Define

Σ = ν_e + ν_μ,  R = √(A² + Σ²).   (4)

The remaining 2×2 block has diagonal elements −A/4 ± Σ/2 and off-diagonal element A/2. Its eigenvalues are the mean of the diagonal elements plus or minus √[(Σ/2)² + (A/2)²]:

E₂ = −A/4 + R/2,
E₄ = −A/4 − R/2.   (5)

The eigenvectors are

|2⟩ = cos θ |+−⟩ + sin θ |−+⟩,
|4⟩ = −sin θ |+−⟩ + cos θ |−+⟩,
cos 2θ = Σ/R.   (6)

If the electron is initially unpolarized, the density matrix is (1 + σ_x)/4, where σ_x acts on the muon. The unit term contributes nothing to the polarization, because σ_x has zero trace. Expanding the other term in eigenstates gives

P_x(t) = ¼ Σ_mn |⟨m|σ_x|n⟩|² cos[2π(E_m − E_n)t],   (7)

where the Σ with indices is a sum over states. Each pair of levels occurs twice, so its amplitude is half the squared matrix element. The operator σ_x flips the muon: it turns |++⟩ into |+−⟩ and |−−⟩ into |−+⟩. From (6), the matrix elements have magnitude cos θ for pairs 12 and 34, and sin θ for pairs 23 and 14. Using cos²θ = (1 + cos 2θ)/2, the amplitudes are

a₁₂ = a₃₄ = ¼(1 + Σ/R),
a₂₃ = a₁₄ = ¼(1 − Σ/R).   (8)

They add to one. When Σ ≫ A, lines 12 and 34 each approach amplitude ½ and the others vanish. These two are the strong high-field lines.

**3. The high-field pair**

Let ν_ij = E_i − E_j, keeping its sign. Subtracting (5) from (3) gives

ν₁₂ = ½(A + ν_e − ν_μ − R),
ν₃₄ = ½(A − ν_e + ν_μ + R).   (9)

In the sum, both the Zeeman terms and R cancel:

ν₁₂ + ν₃₄ = A.   (10)

This holds at every field within model (1). It is not yet a recipe, because a spectrum recorded along one axis gives magnitudes, and ν₁₂ can be negative. Detection along two perpendicular axes would show the sense of rotation and settle the matter directly: the two lines rotate in opposite senses when their magnitudes must be added and in the same sense when they must be subtracted. What follows assumes that only magnitudes are known.

To find the missing sign, subtract the lines and use ν_e − ν_μ = Σ − 2ν_μ:

ν₃₄ − ν₁₂ = R − (ν_e − ν_μ) = 2ν_μ + (R − Σ).   (11)

Since R > Σ, this difference is larger than 2ν_μ. Let F be the larger measured magnitude and f the smaller. By (11), ν₃₄ > ν₁₂, and by (10) their sum is positive, so ν₃₄ is positive and exceeds |ν₁₂|. Thus F = ν₃₄ and f = |ν₁₂|.

If ν₁₂ is positive, F − f is the left side of (11) and exceeds 2ν_μ, while A = F + f. If ν₁₂ is negative, A = F − f. The two cases meet where ν₁₂ = 0, that is, where A + ν_e − ν_μ = R. Squaring both sides and removing A² gives

2A(ν_e − ν_μ) = Σ² − (ν_e − ν_μ)² = 4ν_eν_μ,

A₀ = 2ν_eν_μ/(ν_e − ν_μ).   (12)

At fixed field, ∂ν₁₂/∂A = ½(1 − A/R) > 0, so ν₁₂ is negative for A below A₀. The value A₀ lies slightly above 2ν_μ. Outside the narrow interval between them, a negative ν₁₂ therefore implies F − f = A ≤ 2ν_μ. The closed rule is

|A| = F + f  if F − f > 2ν_μ,
|A| = F − f  if F − f ≤ 2ν_μ.   (13)

The modulus appears because reversing A in (9) gives ν₁₂(−A) = −ν₃₄(A) and ν₃₄(−A) = −ν₁₂(A). The two magnitudes merely change places, and by (8) their amplitudes are equal. With an unpolarized electron, this spectrum does not reveal the sign of A.

**4. Where the branch rule fails**

For 2ν_μ < |A| < A₀, rule (13) adds where it should subtract. The error is 2f. At fixed field f = |ν₁₂| decreases as A rises through this interval, so it is largest at the lower edge, A = 2ν_μ. There (9) gives

f = ½(R − Σ) = A²/[2(R + Σ)] < ν_μ²/Σ.

The second equality follows from (R − Σ)(R + Σ) = A², and the inequality from R > Σ. Therefore

error of |A| < 2ν_μ²/(ν_e + ν_μ).   (14)

The warning sign is a very small f together with F − f only slightly above 2ν_μ. A small f alone is not enough: it also occurs at very low field, where ν₁₂ is positive and grows with B, F − f lies far above 2ν_μ, rule (13) correctly adds, and the test below does not apply. A second measurement at a slightly higher field then settles the branch. As a function of B, R is convex, so ν₁₂ is concave. It starts at zero for B = 0 and rises at first, so it crosses zero again with negative slope. Near that crossing, f falls with increasing field if ν₁₂ is positive and grows if it is negative. In the first case add; in the second subtract. The field step must be small enough that ν₁₂ does not pass through zero between the two measurements; otherwise f can grow even though ν₁₂ was positive at the first field.

**5. The moderate-field pair**

At lower field, line 23 is also visible, and the pair 12 and 23 gives a formula in which ν_μ enters algebraically. From (3) and (5),

ν₂₃ = ½(−A + ν_e − ν_μ + R).   (15)

Add and subtract (9) and (15):

ν₁₂ + ν₂₃ = ν_e − ν_μ,   (16)
Δ = ν₂₃ − ν₁₂ = R − A.   (17)

The sum contains the unknown electron frequency in the combination ν_e − ν_μ, whereas R contains ν_e + ν_μ. Adding 2ν_μ to (16) converts one into the other:

Σ = ν₁₂ + ν₂₃ + 2ν_μ.   (18)

Now put R = A + Δ into R² = A² + Σ²:

A² + 2AΔ + Δ² = A² + Σ².

The A² terms cancel, leaving A = (Σ² − Δ²)/(2Δ), or

A = ½[(ν₁₂ + ν₂₃ + 2ν_μ)²/(ν₂₃ − ν₁₂) − (ν₂₃ − ν₁₂)].   (19)

Here ν₁₂ carries its sign, which is positive below the field at which it vanishes. With an unpolarized electron, a negative A gives the same frequencies and amplitudes, so (19) applied to the corresponding lines returns |A|. No high-field approximation was made. The g factor has been eliminated by measurement rather than assumed, and (16) returns it afterwards through ν_e = ν₁₂ + ν₂₃ + ν_μ, with B known from ν_μ.

Two limits show what the formula uses. For Σ ≪ A, (17) gives Δ ≈ Σ²/(2A): A is read from a small splitting that grows as the square of the field. For Σ ≫ A, R − Σ tends to zero, and (9) gives A ≈ 2(ν₁₂ + ν_μ). Line 12 then determines A, but line 23 has lost its amplitude and (13) is the practical choice.

**6. How frequency errors enter**

In (19), A depends on Σ and Δ. Differentiation gives

∂A/∂Σ = Σ/Δ,
∂A/∂Δ = −(Σ² + Δ²)/(2Δ²) = −R/Δ.   (20)

The last step uses Σ² = R² − A² and Δ = R − A, so that Σ² + Δ² = 2R² − 2RA = 2RΔ. Raising ν₁₂ raises Σ and lowers Δ; raising ν₂₃ raises both; ν_μ enters Σ twice. Hence

∂A/∂ν₁₂ = (Σ + R)/Δ,
∂A/∂ν₂₃ = (Σ − R)/Δ,
∂A/∂ν_μ = 2Σ/Δ.   (21)

At low field Δ is small and all three grow large. In (13), by contrast, each measured line enters with weight one, and a small error in ν_μ has no effect unless it changes the branch.

**7. A worked example**

Take A = 2000 MHz and g = 2.000. These round values are in the rough regime of muonium at the tetrahedral site in silicon. The free muon precesses at 135.5388 MHz/T, and the electron frequency is 27992.49 MHz/T. Equations (9) and (15) then supply the lines that a measurement would find.

At 3 T, ν_μ = 406.616 MHz, and the strong lines are at

f = 581.535 MHz,  F = 1418.465 MHz.

Their difference, 836.930 MHz, exceeds 2ν_μ = 813.232 MHz. Rule (13) therefore adds them:

A = 1418.465 + 581.535 = 2000.000 MHz.

The margin for the decision is 23.698 MHz, which by (11) is R − Σ.

At 8 T, ν_μ = 1084.310 MHz, and the magnitudes are

f = 88.754 MHz,  F = 2088.754 MHz.

Their difference, 2000.000 MHz, is below 2ν_μ = 2168.620 MHz. It is therefore A itself. Adding would have given 2177.508 MHz. Between the two fields ν₁₂ has changed sign, at 7.342 T according to (12).

The ambiguous interval runs from that field to 7.378 T, where A = 2ν_μ. At 50 evenly spaced fields inside it, the largest error of rule (13) is 9.45 MHz, about 0.5% of A. At its upper end ν_μ = 1000 MHz and Σ is about 207500 MHz, so bound (14) is about 9.6 MHz.

At 30 mT the second pair is available. It is the one to use if line 34, which lies at 1667.511 MHz in this field, is too fast to be resolved. If that line is resolved, (13) still applies and is less sensitive to frequency errors. The amplitudes of the second pair from (8) are 0.347 for line 12 and 0.153 for line 23; at 3 T the latter would be 0.00007. The frequencies are

ν_μ = 4.0662 MHz,
ν₁₂ = 332.4894 MHz,
ν₂₃ = 503.2191 MHz.

Thus Σ = 843.8409 MHz and Δ = 170.7297 MHz, and (19) gives

A = ½(843.8409²/170.7297 − 170.7297)
  = ½(4170.730 − 170.730) = 2000.000 MHz.

The electron frequency is 332.4894 + 503.2191 + 4.0662 = 839.7747 MHz, which at 30 mT returns g = 2.000.

Suppose instead that line 12 alone were used, with the free-electron value g = 2.00232. Solving (9) numerically for A gives 1992.47 MHz, an error of −7.5 MHz. The assumed ν_e is too high by about 0.97 MHz. Differentiating (9) at fixed ν₁₂ gives ∂A/∂ν_e = −(R − Σ)/Δ = −7.77, which accounts for the error to first order. A change of g by about one part in a thousand thus matters at this field.

The derivatives (21) are 17.66, −7.77 and 9.89. Independent errors of 0.01 MHz in the three frequencies give an error of 0.22 MHz in A. At 3 T, the same error in each strong line gives 0.014 MHz. The high-field pair is about fifteen times less sensitive, provided that its fast lines can be resolved.

**8. Real samples and the limits of the model**

The tetrahedral site in a perfect silicon crystal has cubic symmetry, which permits an isotropic A. Strain or a nearby defect can remove that symmetry. Let the hyperfine tensor acquire an axial part, with element A + 2D along B and A − D across it. In the sum (10) the longitudinal element replaces A, so the high-field pair gives A + 2D. For D = 1 MHz the shift is 2 MHz.

The shift at 30 mT is much larger. The longitudinal element replaces A in (3) and in the diagonal of the 2×2 block, while the transverse element replaces A in R. Equation (17) becomes

Δ = √[(A − D)² + Σ²] − (A + 2D).   (22)

To first order Δ changes by −D(2 + A/R), while Σ is unchanged. Multiplication by −R/Δ from (20) gives

δA ≈ D(2R + A)/Δ.   (23)

With R = A + Δ = 2170.73 MHz this is 37.1 MHz for D = 1 MHz. Using (22) without the expansion gives 37.8 MHz. An anisotropy of 0.05% of A thus shifts the result by almost 2%. Comparing the values obtained at 30 mT and at high field is therefore a sensitive test for an axial part along B. If the axis makes an angle β with B, the element along B changes by D(3cos²β − 1), which can vanish, so agreement in one field direction does not prove isotropy. Bond-centred muonium in silicon, whose hyperfine tensor is strongly anisotropic, needs a different analysis.

A weakly coupled neighbouring ²⁹Si nucleus does little harm, provided that the lines it splits are paired correctly. The part of its coupling proportional to S_z acts as a change of ν_e, which both formulas eliminate if the two lines belong to the same nuclear orientation. The transverse part remains. For one neighbour with an assumed isotropic coupling of 10 MHz, diagonalizing the three-spin Hamiltonian and following lines with unchanged nuclear spin gives shifts of +0.355 and −0.346 MHz at 30 mT for the two nuclear orientations. At 3 T they are below 0.0001 MHz. The 30 mT shifts grow about as the square of the coupling, to roughly 6 MHz for a coupling of 40 MHz and 12 to 13 MHz for 60 MHz; several neighbours and an anisotropic nuclear coupling are not covered by this estimate. Combining line 12 of one orientation with line 23 of the other at 30 mT would instead shift A by more than 50 MHz.

The reference must be taken in the field that acts on the muonium. If it is 10 ppm too high at 30 mT, ν_μ is wrong by 0.00004 MHz and A by 0.0004 MHz, which is negligible here.

At high field the practical limit is timing. A Gaussian timing spread τ multiplies the amplitude of a line at frequency ν by exp[−½(2πντ)²]. For τ = 100 ps, a rough value for a fast spectrometer, the factor for line 34 is 0.67 at 3 T and 0.42 at 8 T. For τ = 300 ps the factor for line 34 at 3 T falls to 0.03, while lines 12 and 23 at 30 mT keep 0.82 and 0.64, and the 30 mT pair is the one to use. For τ = 1 ns line 23 at 30 mT keeps only 0.007, and a lower field is needed.

Finally, the electron need not be unpolarized. In thermal equilibrium at 3 T and 20 K its polarization would be tanh(hν_e/2k_BT) = 0.10. This changes amplitudes but not frequencies, so (13) and (19) are unaffected. At high field, line 12 belongs to electron spin up and line 34 to electron spin down, the lower Zeeman state. If that polarization were present when precession began, their amplitudes would be about 0.45 and 0.55. The measured amplitudes must first be corrected for the timing factor above, which weakens the faster line more and can reverse their order. After that correction, the stronger line for positive A would be the one with the larger frequency, and for negative A the one with the smaller. The imbalance would supply the sign of A that the frequencies leave open.
